# Retarded dispersion energy of two hydrogen atoms and its half distance: a numerical check

```python
"""Retarded dispersion (Casimir-Polder) energy of two ground-state H atoms.

Result under test, in atomic units with 4 pi eps0 = 1:
    V(R) = -C6 f(R) / R^6
    f(R) = 1/(pi C6) * integral_0^inf alpha(i w)^2 h(w R / c) dw
    h(x) = exp(-2x) (x^4 + 2x^3 + 5x^2 + 6x + 3)
    C6   = 3/pi * integral_0^inf alpha(i w)^2 dw
    V -> -C7 / R^7 at large R, with C7 = 23 c alpha(0)^2 / (4 pi)
R: distance, c: speed of light, w: imaginary frequency,
alpha(i w): dipole polarizability, f: retardation function.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, roots_laguerre

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
C = 1.0 / const.fine_structure
HBARC = const.hbar * const.c / const.e * 1e10      # eV angstrom


def pseudo_states(size):
    """Gaps and oscillator strengths in the span of r^2 e^-r, r^3 e^-r, ..."""
    x, w = roots_laguerre(size + 8)
    r = x / 2
    lag = np.array([eval_genlaguerre(k, 4, x) for k in range(size)])
    dlag = np.array([np.zeros_like(x) if k == 0
                     else -2 * eval_genlaguerre(k - 1, 5, x)
                     for k in range(size)])
    scale = 1 / np.sqrt((lag**2 * r**4) @ w / 2)
    lag, dlag = lag * scale[:, None], dlag * scale[:, None]
    p = r**2 * lag                                  # u(r) = p(r) e^-r
    dp = (2 * r - r**2) * lag + r**2 * dlag         # u'(r) = dp(r) e^-r
    overlap = (p * w / 2) @ p.T
    ham = (dp * w / 4) @ dp.T + (p * w / 2 * (1 / r**2 - 1 / r)) @ p.T
    energy, vec = eigh(ham, overlap)
    gap = energy + 0.5
    z = vec.T @ (p @ (w / 2 * 2 * r**2)) / np.sqrt(3)
    return gap, 2 * gap * z**2


def frequency_grid(scale, n=140):
    t, w = np.polynomial.legendre.leggauss(n)
    return scale * (1 + t) / (1 - t), 2 * scale * w / (1 - t)**2


def polarizability(freq, gap, strength):
    freq = np.atleast_1d(freq)
    return (strength / (gap**2 + freq[:, None]**2)).sum(axis=1)


def c6_double_sum(gap, strength):
    a, b = gap[:, None], gap[None, :]
    return 1.5 * np.sum(np.outer(strength, strength) / (a * b * (a + b)))


def h(x):
    return np.exp(-2 * x) * (x**4 + 2 * x**3 + 5 * x**2 + 6 * x + 3)


GAP, STRENGTH = pseudo_states(18)
alpha0 = polarizability(0.0, GAP, STRENGTH)[0]
freq, weight = frequency_grid(0.5)
C6 = 3 / np.pi * weight @ polarizability(freq, GAP, STRENGTH)**2
C7 = 23 * C * alpha0**2 / (4 * np.pi)


def retardation(R):
    om, w = frequency_grid(1 / (2 + R / C))
    a = polarizability(om, GAP, STRENGTH)
    return w @ (a**2 * h(om * R / C)) / (np.pi * C6)


def extra_power(R):
    """-d ln f / d ln R from the differentiated integrand."""
    om, w = frequency_grid(1 / (2 + R / C))
    a, x = polarizability(om, GAP, STRENGTH), om * R / C
    slope = 2 * x**2 * (x**3 + 2 * x + 1) * np.exp(-2 * x)
    return w @ (a**2 * slope) / (np.pi * C6) / retardation(R)


# Values named in the task, and the frequency integral against the double sum.
assert abs(alpha0 - 4.5) < 1e-9
assert abs(C6 - 6.499) < 5e-4
assert abs(C6 - c6_double_sum(GAP, STRENGTH)) < 1e-8

# Two basis functions: the closed values found by hand.
gap2, strength2 = pseudo_states(2)
assert np.allclose(gap2, [2 / 5, 1], atol=1e-11)
assert np.allclose(strength2, [2 / 3, 1 / 3], atol=1e-11)
assert abs(c6_double_sum(gap2, strength2) - 363 / 56) < 1e-10

# Symbolic facts about h: far-zone integral and strict decrease.
X = sp.symbols("x", positive=True)
h_sym = sp.exp(-2 * X) * (X**4 + 2 * X**3 + 5 * X**2 + 6 * X + 3)
assert sp.integrate(sp.expand(h_sym), (X, 0, sp.oo)) == sp.Rational(23, 4)
dh_expected = -2 * X * (X**3 + 2 * X + 1)
assert sp.expand(sp.simplify(sp.diff(h_sym, X) * sp.exp(2 * X))
                 - dh_expected) == 0


# Fourth-order energy formula: two two-level atoms and two field modes,
# diagonalized exactly; the part depending on both couplings is extracted.
def kron_all(*mats):
    out = np.eye(1)
    for m in mats:
        out = np.kron(out, m)
    return out


level_gap, mode_freq = (1.0, 1.6), (0.7, 1.3)
mode_at_a, mode_at_b = (1.0, 0.8), (0.6, 0.9)
n_fock = 6
lower = np.diag(np.sqrt(np.arange(1, n_fock)), 1)
quad, number = lower + lower.T, np.diag(np.arange(n_fock))
i2, im = np.eye(2), np.eye(n_fock)
flip, excited = np.array([[0, 1], [1, 0]]), np.diag([0, 1])
H_FREE = (level_gap[0] * kron_all(excited, i2, im, im)
          + level_gap[1] * kron_all(i2, excited, im, im)
          + mode_freq[0] * kron_all(i2, i2, number, im)
          + mode_freq[1] * kron_all(i2, i2, im, number))
H_A = -(mode_at_a[0] * kron_all(flip, i2, quad, im)
        + mode_at_a[1] * kron_all(flip, i2, im, quad))
H_B = -(mode_at_b[0] * kron_all(i2, flip, quad, im)
        + mode_at_b[1] * kron_all(i2, flip, im, quad))


def joint_coefficient(g):
    def ground(ga, gb):
        return np.linalg.eigvalsh(H_FREE + ga * H_A + gb * H_B)[0]
    return (ground(g, g) - ground(g, 0) - ground(0, g) + ground(0, 0)) / g**4


exact_model = (4 * joint_coefficient(0.02) - joint_coefficient(0.04)) / 3
om, w = frequency_grid(1.0)
response = [2 * d / (d**2 + om**2) for d in level_gap]
propagator = sum(a * b * 2 * m / (m**2 + om**2)
                 for a, b, m in zip(mode_at_a, mode_at_b, mode_freq))
formula_model = -w @ (response[0] * response[1] * propagator**2) / (2 * np.pi)
# Remaining error: sixth and higher powers of the small coupling.
assert abs(exact_model / formula_model - 1) < 2e-3

# Field tensor at unit distance from a sum over transverse plane waves.
# Gaussian damping multiplies the tensor by exp(ETA^2 x^2), divided out here.
ETA = 0.08
t, wt = np.polynomial.legendre.leggauss(240)
k, wk = 40 * (t + 1), 40 * wt
cosine, wc = np.polynomial.legendre.leggauss(120)
phase = np.cos(np.outer(k, cosine))
angle_along = phase @ (wc * (1 - cosine**2))
angle_across = phase @ (wc * (1 + cosine**2) / 2)


def tensor_from_modes(x):
    radial = wk * k**4 / (k**2 + x**2) * np.exp(-ETA**2 * (k**2 + x**2))
    return radial @ angle_along / np.pi, radial @ angle_across / np.pi


for x in (0.3, 1.3, 3.0):
    along, across = tensor_from_modes(x)
    assert abs(along - 2 * (1 + x) * np.exp(-x)) < 1e-6
    assert abs(across + (1 + x + x**2) * np.exp(-x)) < 1e-6
    assert abs(along**2 + 2 * across**2 - 2 * h(x)) < 1e-5

# Near-zone law: two atoms with static dipole coupling, diagonalized.
gap6, strength6 = pseudo_states(6)
z6 = np.sqrt(strength6 / (2 * gap6))
dim = 1 + 3 * len(gap6)
atom = np.diag(np.concatenate([[0.0], np.tile(gap6, 3)]))
dipoles = []
for axis in range(3):
    d = np.zeros((dim, dim))
    d[0, 1 + axis * len(gap6):1 + (axis + 1) * len(gap6)] = z6
    dipoles.append(d + d.T)
R_near = 20.0
pair = np.kron(atom, np.eye(dim)) + np.kron(np.eye(dim), atom)
for d, factor in zip(dipoles, (1, 1, -2)):
    pair = pair + factor * np.kron(d, d) / R_near**3
near_energy = np.linalg.eigvalsh(pair)[0]
assert abs(-near_energy * R_near**6 / C6 - 1) < 2e-4

# Polarizability from the radial response equation on a grid.
step = 0.005
r = step * np.arange(1, 8001)
source = 2 * r**2 * np.exp(-r)


def grid_polarizability(om):
    bands = np.full((3, r.size), -0.5 / step**2, dtype=complex)
    bands[1] = 1 / step**2 + 1 / r**2 - 1 / r + 0.5 + 1j * om
    answer = solve_banded((1, 1), bands, source.astype(complex))
    return 2 / 3 * step * (source @ answer).real


for om in (0.0, 0.3, 1.0, 3.0):
    reference = polarizability(om, GAP, STRENGTH)[0]
    assert abs(grid_polarizability(om) / reference - 1) < 2e-4

# Half distance, and the full energy there from grid and plane waves.
R_half = brentq(lambda R: retardation(R) - 0.5, 10.0, 1e5, xtol=1e-9)
om_grid, w_grid = frequency_grid(1 / (2 + R_half / C), 60)
direct = 0.0
for om, w in zip(om_grid, w_grid):
    along, across = tensor_from_modes(om * R_half / C)
    direct -= (w * grid_polarizability(om)**2
               * (along**2 + 2 * across**2) / (2 * np.pi))
assert abs(-direct / C6 - 0.5) < 2e-4

# Far-zone law, bounds, decrease and the local power.
assert abs(retardation(1e6) * 1e6 * C6 / C7 - 1) < 1e-5
assert abs(retardation(1e-3) - 1) < 1e-6
sample = np.geomspace(10, 1e5, 60)
f_sample = np.array([retardation(R) for R in sample])
assert np.all(np.diff(f_sample) < 0)
assert np.all(f_sample < np.minimum(1, C7 / (C6 * sample)))
eps = 1e-3
numeric_power = -(np.log(retardation(R_half * np.exp(eps)))
                  - np.log(retardation(R_half * np.exp(-eps)))) / (2 * eps)
assert abs(numeric_power - extra_power(R_half)) < 1e-5

# One oscillator with the right alpha(0) and unit strength misses C6.
w_one = 1 / np.sqrt(alpha0)
one = polarizability(freq, np.array([w_one]), np.array([1.0]))
C6_one = 3 / np.pi * weight @ one**2
assert abs(C6_one - 0.75 * alpha0**1.5) < 1e-8
assert abs(C6_one / C6 - 1) > 0.05

# Conversion of C7 against its direct evaluation in eV and angstrom.
unit6, unit7 = HARTREE * BOHR**6, HARTREE * BOHR**7
C7_direct = 23 * HBARC * (alpha0 * BOHR**3)**2 / (4 * np.pi)
assert abs(C7_direct / (C7 * unit7) - 1) < 1e-7

w_eff = 4 * C6 / (3 * alpha0**2)
reduced_wave = C / w_eff
print(f"hbar c = {HBARC:.3f} eV angstrom")
print(f"alpha(0) = {alpha0:.6f} a.u. = {alpha0 * BOHR**3:.5f} angstrom^3")
print("hbar w (eV), alpha(i w) (angstrom^3):")
for ev in (5, 10, 20, 50, 100):
    a = polarizability(ev / HARTREE, GAP, STRENGTH)[0] * BOHR**3
    print(f"  {ev:4d}  {a:.5f}")
print("basis functions, C6 (eV angstrom^6):")
for size in (1, 2, 3, 4, 6, 10, 18):
    print(f"  {size:3d}  {c6_double_sum(*pseudo_states(size)) * unit6:.6f}")
print(f"C6 = {C6:.6f} a.u. = {C6 * unit6:.5f} eV angstrom^6")
print(f"C6 from one oscillator = {C6_one * unit6:.4f} eV angstrom^6")
print(f"one-oscillator C6 / true C6 = {C6_one / C6:.4f}")
print(f"C7 = {C7:.2f} a.u. = {C7 * unit7:.2f} eV angstrom^7")
print("R (angstrom), f, C7/(C6 R), V (eV):")
for R_ang in (10, 30, 50, 100, 200, 300, 400, 500, 700,
              1000, 2000, 5000, 10000):
    R = R_ang / BOHR
    f = retardation(R)
    print(f"  {R_ang:6d}  {f:.5f}  {C7 / (C6 * R):9.5f}"
          f"  {-C6 * f / R**6 * HARTREE:.4e}")
print(f"half distance = {R_half * BOHR:.2f} angstrom = {R_half:.2f} bohr")
print(f"V at half distance = {-C6 / 2 / R_half**6 * HARTREE:.4e} eV")
print(f"local power of 1/R at half distance = {6 + extra_power(R_half):.4f}")
print(f"crossing distance C7/C6 = {C7 / C6 * BOHR:.2f} angstrom")
print(f"f at crossing distance = {retardation(C7 / C6):.4f}")
print(f"half distance from far law = {2 * C7 / C6 * BOHR:.2f} angstrom")
print(f"effective excitation energy = {w_eff * HARTREE:.3f} eV")
print(f"reduced wavelength = {reduced_wave * BOHR:.2f} angstrom")
print(f"half distance / reduced wavelength = {R_half / reduced_wave:.4f}")
print("no test failed")
```

Printed output:

```
hbar c = 1973.270 eV angstrom
alpha(0) = 4.500000 a.u. = 0.66683 angstrom^3
hbar w (eV), alpha(i w) (angstrom^3):
     5  0.55754
    10  0.37978
    20  0.17429
    50  0.03883
   100  0.01053
basis functions, C6 (eV angstrom^6):
    1  3.585161
    2  3.873255
    3  3.882995
    4  3.883329
    6  3.883343
   10  3.883343
   18  3.883343
C6 = 6.499027 a.u. = 3.88334 eV angstrom^6
C6 from one oscillator = 4.2780 eV angstrom^6
one-oscillator C6 / true C6 = 1.1016
C7 = 5078.99 a.u. = 1605.97 eV angstrom^7
R (angstrom), f, C7/(C6 R), V (eV):
      10  0.99878   41.35523  -3.8786e-06
      30  0.99067   13.78508  -5.2773e-09
      50  0.97752    8.27105  -2.4295e-10
     100  0.93301    4.13552  -3.6232e-12
     200  0.82991    2.06776  -5.0356e-14
     300  0.73297    1.37851  -3.9045e-15
     400  0.64943    1.03388  -6.1572e-16
     500  0.57913    0.82710  -1.4393e-16
     700  0.47065    0.59079  -1.5535e-17
    1000  0.36221    0.41355  -1.4066e-18
    2000  0.19869    0.20678  -1.2056e-20
    5000  0.08214    0.08271  -2.0416e-23
   10000  0.04128    0.04136  -1.6032e-25
half distance = 638.74 angstrom = 1207.04 bohr
V at half distance = -2.8591e-17 eV
local power of 1/R at half distance = 6.6443
crossing distance C7/C6 = 413.55 angstrom
f at crossing distance = 0.6392
half distance from far law = 827.10 angstrom
effective excitation energy = 11.644 eV
reduced wavelength = 169.46 angstrom
half distance / reduced wavelength = 3.7692
no test failed
```
